\section*{Effective transverse piezoelectric stress coefficient of a film with a free surface, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation of the coefficient}

\subsection{The form fixed by symmetry and dimension}

A piezoelectric film lies on a thick wafer. Axis 3 is the film normal, and the film is transversely isotropic: a rotation about axis 3 through any angle leaves its properties unchanged. An electric field $E_3$ acts along the normal, the wafer holds the in-plane strains at zero, and the top surface is free. The field then produces an in-plane stress. Since the film, the field and the boundary conditions are all unchanged by rotation about axis 3, so is the stress. A symmetric two-by-two tensor with this property is a multiple of the unit tensor. Hence the in-plane shear stress vanishes, the two normal stresses are equal, and one number describes the linear response:
\begin{equation}
T_1 = T_2 = - e_{31,f} \, E_3 .
\label{eq:def}
\end{equation}
The subscript $f$ stands for film.

The field acts on the film through two piezoelectric stress coefficients. With all strains held at zero it would produce the stress $-e_{31} E_3$ along each in-plane axis and $-e_{33} E_3$ along the normal. The elastic response to these two stresses is linear, so $e_{31,f}$ is a linear combination of $e_{31}$ and $e_{33}$. All three have the unit C/m$^2$. The factors in the combination are therefore dimensionless, and they can depend on ratios of stiffnesses alone:
\begin{equation}
e_{31,f} = \alpha \, e_{31} - \lambda \, e_{33} .
\label{eq:form}
\end{equation}

Two imagined films fix the factors. In the first, $e_{33} = 0$. The field does not load the normal direction, the thickness does not change, and the in-plane stress is $-e_{31} E_3$. Thus $\alpha = 1$. In the second, the field changes the thickness of an unloaded sample by a strain $\eta E_3$ and does nothing else. To suppress this strain one must apply the stresses $-C_{13} \eta E_3$ in the plane and $-C_{33} \eta E_3$ along the normal, where $C_{13}$ and $C_{33}$ are stiffnesses. Hence $e_{31} = C_{13} \eta$ and $e_{33} = C_{33} \eta$. With a free top surface, however, the thickness changes without hindrance and no stress arises, so $0 = C_{13} \eta - \lambda C_{33} \eta$. This gives $\lambda = C_{13} / C_{33}$ and
\begin{equation}
e_{31,f} = e_{31} - \frac{C_{13}}{C_{33}} \, e_{33} .
\label{eq:first}
\end{equation}

The second film also shows why a simpler form must exist. A free thickness strain costs no in-plane stress, so the coefficient $d_{33}$, which measures that strain, must drop out. What remains is proportional to $d_{31}$, the free in-plane strain per field, times an in-plane modulus. The derivation below identifies this modulus as $1/(s_{11} + s_{12})$ and traces every sign.

\subsection{Conventions and symmetry of the constants}

Stress $T_p$ is positive in tension and strain $S_p$ is positive in extension. The index $p$ runs from 1 to 6: the values 1, 2, 3 denote normal components, and 4, 5, 6 denote the shears 23, 13, 12. Shear strains are engineering strains, twice the tensor components. Strain, stress and electric displacement are counted from the poled state at zero field. $D_3$ is the electrode charge per undeformed area, so the remanent polarization $P_r$ does not appear in it, and the $e_{3p}$ are the matching coefficients, called proper. Charge per deformed area would change by the further amount $-P_r (S_1 + S_2)$ to first order, because stretching enlarges the electrodes. Axis 3 points along that polarization. The linear equations are
\begin{align}
T_p &= \sum_q C_{pq} S_q - e_{3p} E_3 , \label{eq:T} \\
D_3 &= \sum_q e_{3q} S_q + \varepsilon_{33}^S E_3 . \label{eq:D}
\end{align}
The stiffnesses $C_{pq}$ are taken at constant electric field, and the permittivity $\varepsilon_{33}^S$ at constant strain. The electrodes are equipotentials parallel to the film, so $E_1 = E_2 = 0$.

Let $s$ be the inverse of the matrix $C$. Multiplying equation \eqref{eq:T} by $s$ and moving the field term to the other side gives
\begin{equation}
S_p = \sum_q s_{pq} T_q + d_{3p} E_3 ,
\qquad
d_{3p} = \sum_q e_{3q} s_{qp} ,
\label{eq:S}
\end{equation}
where the symmetry of $s$ was used. Multiplying the second relation by $C$ gives its inverse, $e_{3p} = \sum_q d_{3q} C_{qp}$.

Rotations about axis 3 remove most constants. A rotation by $180^\circ$ reverses $S_4$ and $S_5$ and keeps the other strains and $E_3$. An energy term linear in $S_4$ or $S_5$ and multiplied by any unreversed quantity would change sign, so such terms are absent. A rotation by $90^\circ$ exchanges $S_1$ with $S_2$ and reverses $S_6$. It follows that $C_{11} = C_{22}$, $C_{13} = C_{23}$, $e_{31} = e_{32}$, and $C_{36} = e_{36} = 0$. It also requires $C_{26} = -C_{16}$, which leaves a possible energy term $C_{16} (S_1 - S_2) S_6$. A rotation by $45^\circ$ turns $S_1 - S_2$ into $S_6$ and $S_6$ into $-(S_1 - S_2)$, up to a common sign. The product then changes sign, so $C_{16} = 0$. The three normal components therefore form a closed set:
\begin{align}
T_1 &= C_{11} S_1 + C_{12} S_2 + C_{13} S_3 - e_{31} E_3 , \label{eq:T1} \\
T_2 &= C_{12} S_1 + C_{11} S_2 + C_{13} S_3 - e_{31} E_3 , \label{eq:T2} \\
T_3 &= C_{13} (S_1 + S_2) + C_{33} S_3 - e_{33} E_3 . \label{eq:T3}
\end{align}

\subsection{What the free surface implies}

In static equilibrium without body forces, the divergence of the stress vanishes. If nothing varies along the film, the derivatives along axes 1 and 2 are zero and the three balance equations reduce to
\begin{equation}
\frac{\partial T_5}{\partial x_3} = 0 , \qquad
\frac{\partial T_4}{\partial x_3} = 0 , \qquad
\frac{\partial T_3}{\partial x_3} = 0 .
\end{equation}
Each of these components is constant through the thickness. At the free surface all three are zero, because they are the components of the force per area there. They are therefore zero throughout the film. A uniform top electrode does not alter this: the same balance holds inside the electrode, and the force per area is continuous at the interface. The condition belongs to the outer surface of the whole stack.

The out-of-plane shear strains also vanish, because $S_4$ and $S_5$ couple neither to $E_3$ nor to the other strains, and a stable material has a positive shear stiffness. The in-plane strains $S_1$ and $S_2$ are continuous across the bonded interface and are imposed by the wafer. The one strain left to adjust is $S_3$. Setting $T_3 = 0$ in equation \eqref{eq:T3} gives
\begin{equation}
S_3 = \frac{e_{33} E_3 - C_{13} (S_1 + S_2)}{C_{33}} .
\label{eq:S3}
\end{equation}
The first term is the thickness change driven by the field. The second is the thinning caused by in-plane stretching when $C_{13} > 0$.

\subsection{Stress and charge}

Insert equation \eqref{eq:S3} into equation \eqref{eq:T1}. The term $C_{13} S_3$ becomes
\begin{equation}
C_{13} S_3 = \frac{C_{13} e_{33}}{C_{33}} E_3
- \frac{C_{13}^2}{C_{33}} (S_1 + S_2) .
\end{equation}
Collecting the factors of $S_1$, $S_2$ and $E_3$ gives
\begin{align}
T_1 ={}& \left( C_{11} - \frac{C_{13}^2}{C_{33}} \right) S_1
+ \left( C_{12} - \frac{C_{13}^2}{C_{33}} \right) S_2 \nonumber \\
& - \left( e_{31} - \frac{C_{13}}{C_{33}} e_{33} \right) E_3 .
\label{eq:T1film}
\end{align}
The last bracket is $e_{31,f}$ as defined by equation \eqref{eq:def}, in agreement with equation \eqref{eq:first}. The minus sign inside it has a direct origin. The field makes the film change its thickness by $e_{33} E_3 / C_{33}$, and this strain adds the in-plane stress $+C_{13} e_{33} E_3 / C_{33}$, whereas the direct piezoelectric stress is $-e_{31} E_3$. For $C_{13} > 0$ the two oppose each other if $e_{31}$ and $e_{33}$ have the same sign, and reinforce each other if the signs differ.

The electric displacement follows in the same way. Equation \eqref{eq:D} reads $D_3 = e_{31} (S_1 + S_2) + e_{33} S_3 + \varepsilon_{33}^S E_3$, and equation \eqref{eq:S3} turns it into
\begin{equation}
D_3 = e_{31,f} \, (S_1 + S_2)
+ \left( \varepsilon_{33}^S + \frac{e_{33}^2}{C_{33}} \right) E_3 .
\label{eq:Dfilm}
\end{equation}
The same coefficient governs the charge produced by strain. The permittivity of the mounted film exceeds the constant-strain value, because the film can respond to the field by changing its thickness.

The equality of the two coefficients has a reason beyond the algebra. Define the electric enthalpy per volume,
\begin{equation}
H = \tfrac{1}{2} \sum_{pq} S_p C_{pq} S_q
- E_3 \sum_p e_{3p} S_p - \tfrac{1}{2} \varepsilon_{33}^S E_3^2 .
\label{eq:H}
\end{equation}
Its derivatives are $\partial H / \partial S_p = T_p$ and $\partial H / \partial E_3 = -D_3$. The condition $T_3 = 0$ says that $H$ is stationary in $S_3$, and $C_{33} > 0$ makes the stationary point a minimum. Let $H_f (S_1, S_2, E_3)$ be the value at this minimum. When $S_1$ or $E_3$ varies, the accompanying change of $S_3$ contributes $T_3 \, dS_3 = 0$. Hence $\partial H_f / \partial S_1 = T_1$ and $\partial H_f / \partial E_3 = -D_3$ still hold. The order of the second derivatives may be exchanged, so
\begin{equation}
- \frac{\partial T_1}{\partial E_3}
= - \frac{\partial^2 H_f}{\partial E_3 \, \partial S_1}
= \frac{\partial D_3}{\partial S_1}
= e_{31,f} .
\end{equation}

\subsection{The compliance form}

Let the in-plane strains be zero, with $T_3 = 0$ as before. Subtracting equation \eqref{eq:T2} from equation \eqref{eq:T1} gives $T_1 - T_2 = (C_{11} - C_{12})(S_1 - S_2) = 0$, so the two in-plane stresses are equal. The first line of equation \eqref{eq:S} becomes
\begin{equation}
0 = s_{11} T_1 + s_{12} T_1 + d_{31} E_3 .
\end{equation}
Solving for $T_1$ and comparing with equation \eqref{eq:def} yields
\begin{equation}
e_{31,f} = \frac{d_{31}}{s_{11} + s_{12}} .
\label{eq:second}
\end{equation}
Without the wafer, the film would take the in-plane strain $d_{31} E_3$ in both directions. The wafer cancels this strain, and the stress needed to do so is minus this strain times the equal-biaxial modulus $1/(s_{11} + s_{12})$.

The identity can also be proved without a loading argument. Written out, $e_{3p} = \sum_q d_{3q} C_{qp}$ with $d_{32} = d_{31}$ gives
\begin{align}
e_{31} &= d_{31} (C_{11} + C_{12}) + d_{33} C_{13} , \label{eq:e31d} \\
e_{33} &= 2 d_{31} C_{13} + d_{33} C_{33} . \label{eq:e33d}
\end{align}
Multiply the second line by $C_{13} / C_{33}$ and subtract it from the first. The terms $d_{33} C_{13}$ cancel:
\begin{equation}
e_{31} - \frac{C_{13}}{C_{33}} e_{33}
= d_{31} \left( C_{11} + C_{12} - \frac{2 C_{13}^2}{C_{33}} \right) .
\label{eq:bracket}
\end{equation}
To identify the bracket, load the film at zero field with $T_1 = T_2 = T$ and $T_3 = 0$. Both in-plane strains equal a common value $S$. Equation \eqref{eq:S3} gives $S_3 = -2 C_{13} S / C_{33}$, and equation \eqref{eq:T1} then gives
\begin{equation}
T = \left( C_{11} + C_{12} - \frac{2 C_{13}^2}{C_{33}} \right) S .
\end{equation}
The compliance equation for the same load is $S = (s_{11} + s_{12}) T$. The bracket is therefore $1/(s_{11} + s_{12})$, and equation \eqref{eq:bracket} is equation \eqref{eq:second}.

The division is safe in a stable material. The elastic energy per volume under this load is $\tfrac{1}{2} (T S + T S) = (s_{11} + s_{12}) T^2$, which must be positive. It follows that $e_{31,f}$ and $d_{31}$ have the same sign. No such rule connects $e_{31,f}$ with the bare coefficient $e_{31}$, from which a term of either sign is subtracted.

\section{Use, limits and worked example}

\subsection{Symbols and results carried over}

Axis 3 is the film normal and points along the remanent polarization. $T$, $S$, $E_3$ and $D_3$ are stress, strain, field and electric displacement, counted from the poled state, with $D_3$ taken per undeformed area. $C$ and $s$ are the stiffness and compliance at constant field, while $e$ and $d$ are the piezoelectric stress and strain coefficients. For a transversely isotropic film with a free top surface, $T_3 = 0$ throughout the film and
\begin{equation}
e_{31,f} = e_{31} - \frac{C_{13}}{C_{33}} e_{33}
= \frac{d_{31}}{s_{11} + s_{12}} .
\label{eq:both}
\end{equation}
At zero in-plane strain $T_1 = T_2 = -e_{31,f} E_3$. At zero field $D_3 = e_{31,f} (S_1 + S_2)$. The thickness strain is $S_3 = [e_{33} E_3 - C_{13} (S_1 + S_2)] / C_{33}$.

This part has derived $e_{31,f}$ in its stiffness and compliance forms and shown that the same coefficient governs both the stress produced by a field and the charge produced by in-plane strain. What remains is its practical use: rules for implementation, a resisting cover, unequal in-plane axes, a worked example, the sizes of the neglected effects, and a comparison with real hafnia capacitors.
